# Unbiased weights for accelerated nucleation in area-selective deposition: a numerical check

```python
"""
Result under test: rare nucleation failures on a non-growth surface are estimated
without bias by accelerated paths if each path carries its exact likelihood ratio.

A patch has SITES reactive sites and n seeds. In a dose every free site captures
with probability 1-exp(-a[n]); the accelerated process uses boost[n]*a[n].
CRITICAL seeds form a permanent nucleus. In a purge each seed survives with
probability keep. Failure is nucleus formation within WINDOW cycles.
The weight is the true path probability divided by the accelerated one.
Moment r is the accelerated mean of weight**r on failing paths.
"""
import itertools
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.stats import binom, poisson

# Rough process parameters, in the units used by process engineers.
TEMPERATURE = 423.0       # K
PRESSURE = 0.1            # Torr, precursor partial pressure
MASS = 190.0              # atomic mass units, titanium tetrachloride, rough
SITE_AREA = 0.2           # nm^2
DOSE_TIME = 0.5           # s
PURGE_TIME = 5.0          # s
BARRIER = 0.70            # eV, capture on an empty patch
LOWERING = 0.04           # eV per seed already present
LOSS_BARRIER = 1.20       # eV
ATTEMPT = 1.0e13          # 1/s
PATCH_AREA = 100.0        # nm^2
SITES = 12
CRITICAL = 4
TOTAL_CYCLES = 200
GROWTH = 0.05             # nm per cycle
FAIL_HEIGHT = 2.5         # nm
WINDOW = TOTAL_CYCLES - math.ceil(FAIL_HEIGHT / GROWTH - 1e-9)
NM2_PER_CM2 = (const.centi / const.nano) ** 2
rng = np.random.default_rng(71429)


def thermal_energy(temperature):
    return const.k * temperature / const.e


def hit_rate(temperature):
    pressure_si = PRESSURE * const.torr
    mass_si = MASS * const.atomic_mass
    flux = pressure_si / math.sqrt(2 * math.pi * mass_si * const.k * temperature)
    return flux * SITE_AREA * const.nano ** 2


def kinetics(temperature=TEMPERATURE, barrier=BARRIER):
    energy = thermal_energy(temperature)
    seeds = np.arange(CRITICAL)
    exposure = hit_rate(temperature) * DOSE_TIME * np.exp(
        -(barrier - LOWERING * seeds) / energy)
    loss_rate = ATTEMPT * math.exp(-LOSS_BARRIER / energy)
    return exposure, math.exp(-loss_rate * PURGE_TIME), loss_rate


def dose_table(exposure, sites=SITES):
    seeds = np.arange(CRITICAL)[:, None]
    captures = np.arange(sites + 1)[None, :]
    return binom.pmf(captures, sites - seeds, -np.expm1(-exposure)[:, None])


def purge_table(keep):
    seeds = np.arange(CRITICAL)
    return binom.pmf(seeds[None, :], seeds[:, None], keep)


def path_moment(order, nominal, proposal, purge):
    """Sum true**order * accelerated**(1-order) over supported failing paths."""
    kernel = np.zeros_like(nominal)
    allowed = proposal > 0
    kernel[allowed] = (nominal[allowed] ** order
                       * proposal[allowed] ** (1 - order))
    stay = np.zeros((CRITICAL, CRITICAL))
    leave = np.zeros(CRITICAL)
    for seeds in range(CRITICAL):
        gap = CRITICAL - seeds
        stay[seeds, seeds:] = kernel[seeds, :gap]
        leave[seeds] = kernel[seeds, gap:].sum()
    step = stay @ purge
    mass = np.eye(CRITICAL)[0]
    total = 0.0
    for _ in range(WINDOW):
        total += mass @ leave
        mass = mass @ step
    return total


def failure_probability(exposure, keep, sites=SITES):
    table = dose_table(exposure, sites)
    return path_moment(1, table, table, purge_table(keep))


def weighted_paths(number, exposure, keep, boost, single_capture=False):
    """Sample accelerated paths; return full and capture-only weights."""
    fast = exposure * boost
    fast_probability = -np.expm1(-fast)
    capture_log = np.log(np.expm1(-exposure) / np.expm1(-fast))
    difference = fast - exposure
    seeds = np.zeros(number, dtype=np.int64)
    labels = np.arange(number)
    log_weight = np.zeros(number)
    log_captures = np.zeros(number)
    weights = np.zeros(number)
    capture_weights = np.zeros(number)
    for _ in range(WINDOW):
        free = SITES - seeds
        if single_capture:
            chance = -np.expm1(-fast[seeds] * free)
            captures = (rng.random(len(seeds)) < chance).astype(np.int64)
            one = (np.log(free * -np.expm1(-exposure[seeds]))
                   - exposure[seeds] * (free - 1) - np.log(chance))
            log_weight += np.where(captures == 1, one, difference[seeds] * free)
        else:
            captures = rng.binomial(free, fast_probability[seeds])
            event = captures * capture_log[seeds]
            log_captures += event
            log_weight += event + (free - captures) * difference[seeds]
        seeds = seeds + captures
        failed = seeds >= CRITICAL
        if failed.any():
            weights[labels[failed]] = np.exp(log_weight[failed])
            capture_weights[labels[failed]] = np.exp(log_captures[failed])
            alive = ~failed
            seeds, labels = seeds[alive], labels[alive]
            log_weight, log_captures = log_weight[alive], log_captures[alive]
        if len(seeds) == 0:
            break
        occupied = np.flatnonzero(seeds)
        seeds[occupied] = rng.binomial(seeds[occupied], keep)
    return weights, capture_weights


def direct_site_simulation(number, exposure, keep):
    """Unweighted simulation that follows every individual site."""
    occupied = np.zeros((number, SITES), dtype=bool)
    failures = 0
    probability = -np.expm1(-exposure)
    for _ in range(WINDOW):
        seeds = occupied.sum(axis=1)
        occupied |= rng.random(occupied.shape) < probability[seeds, None]
        failed = occupied.sum(axis=1) >= CRITICAL
        failures += int(failed.sum())
        occupied = occupied[~failed]
        occupied &= rng.random(occupied.shape) < keep
    return failures / number


exposure, keep, loss_rate = kinetics()
nominal = dose_table(exposure)
purge = purge_table(keep)
probability = failure_probability(exposure, keep)

# The count-based recursion is tested against individual sites in an easier case.
EASY_BARRIER = 0.58
easy_exposure, easy_keep, _ = kinetics(barrier=EASY_BARRIER)
easy_exact = failure_probability(easy_exposure, easy_keep)
easy_number = 20000
easy_direct = direct_site_simulation(easy_number, easy_exposure, easy_keep)
easy_error = math.sqrt(easy_exact * (1 - easy_exact) / easy_number)
assert easy_exact * easy_number > 100
assert abs(easy_direct - easy_exact) < 5 * easy_error

# A small fourth moment keeps both the estimate and its error bar stable.
best_fourth = math.inf
for trial in itertools.product((3, 6, 10, 15, 20), (10, 20, 30, 45, 60),
                               (10, 20, 30, 45, 60), (5, 10, 15, 20, 30)):
    trial_table = dose_table(exposure * np.array(trial))
    trial_fourth = path_moment(4, nominal, trial_table, purge)
    if trial_fourth < best_fourth:
        best_fourth = trial_fourth
        boost = np.array(trial, dtype=float)
proposal = dose_table(exposure * boost)
second = path_moment(2, nominal, proposal, purge)
relative_variance = second / probability ** 2 - 1
fast_failure = path_moment(0, nominal, proposal, purge)

uniform_results = []
for factor in (2, 3, 5, 7, 10, 15, 20, 30, 50):
    uniform_table = dose_table(exposure * factor)
    uniform_second = path_moment(2, nominal, uniform_table, purge)
    uniform_results.append((uniform_second / probability ** 2 - 1, factor))
uniform_variance, uniform_factor = min(uniform_results)

# Main weighted simulation, compared with the recursion.
number = 200000
weights, capture_weights = weighted_paths(number, exposure, keep, boost)
estimate = weights.mean()
sample_error = weights.std(ddof=1) / math.sqrt(number)
exact_error = math.sqrt((second - probability ** 2) / number)
second_error = math.sqrt((best_fourth - second ** 2) / number)
sample_second = np.mean(weights ** 2)
sample_failure = np.mean(weights > 0)
failure_error = math.sqrt(fast_failure * (1 - fast_failure) / number)
assert exact_error / probability < 0.1
assert abs(estimate - probability) < 5 * exact_error
assert second_error / second < 0.5
assert abs(sample_second - second) < 5 * second_error
assert abs(sample_failure - fast_failure) < 5 * failure_error

# Leaving out the factors for sites that did not react produces a bias.
incomplete = capture_weights.mean()
incomplete_error = capture_weights.std(ddof=1) / math.sqrt(number)
assert abs(incomplete - probability) > 5 * incomplete_error

# A proposal that forbids multiple captures misses part of the failure event.
restricted = nominal.copy()
restricted[:, 2:] = 0
restricted_exact = path_moment(1, nominal, restricted, purge)
single_weights, _ = weighted_paths(number, exposure, keep, boost, True)
single_estimate = single_weights.mean()
single_error = single_weights.std(ddof=1) / math.sqrt(number)
assert abs(single_estimate - restricted_exact) < 5 * single_error
assert probability - single_estimate > 3 * single_error

# Excessive acceleration: typical batches miss rare, heavily weighted paths.
EXCESS = 300.0
batches = 40
excess_weights, _ = weighted_paths(number, exposure, keep,
                                   np.full(CRITICAL, EXCESS))
batch_ratios = excess_weights.reshape(batches, -1).mean(axis=1) / probability
low_share = np.mean(batch_ratios < 1)
assert np.median(batch_ratios) < 0.7 and low_share > 0.8

# One explicit path: empty doses, then one capture in each successive dose.
EMPTY_DOSES = 99
event_factor = 1.0
waiting_log = EMPTY_DOSES * SITES * (boost[0] - 1) * exposure[0]
table_log = EMPTY_DOSES * math.log(nominal[0, 0] / proposal[0, 0])
for seeds in range(CRITICAL):
    fast = boost[seeds] * exposure[seeds]
    event_factor *= math.expm1(-exposure[seeds]) / math.expm1(-fast)
    waiting_log += (SITES - seeds - 1) * (fast - exposure[seeds])
    table_log += math.log(nominal[seeds, 1] / proposal[seeds, 1])
waiting_factor = math.exp(waiting_log)
path_weight = event_factor * waiting_factor
assert math.isclose(path_weight, math.exp(table_log), rel_tol=1e-9)

# Ideal event probabilities use the chance of future failure.
future = np.zeros((WINDOW + 1, CRITICAL))
after_dose = np.ones((WINDOW, CRITICAL + 1))
targets = np.minimum(np.arange(CRITICAL)[:, None]
                     + np.arange(SITES + 1)[None, :], CRITICAL)
for cycle in range(WINDOW - 1, -1, -1):
    after_dose[cycle, :CRITICAL] = purge @ future[cycle + 1]
    future[cycle] = np.sum(nominal * after_dose[cycle][targets], axis=1)
ideal_weights = []
for _ in range(100):
    seeds, log_weight, failed = 0, 0.0, False
    for cycle in range(WINDOW):
        chances = (nominal[seeds] * after_dose[cycle][targets[seeds]]
                   / future[cycle, seeds])
        captures = rng.choice(SITES + 1, p=chances / chances.sum())
        log_weight += math.log(nominal[seeds, captures] / chances[captures])
        seeds += int(captures)
        if seeds >= CRITICAL:
            failed = True
            break
        chances = purge[seeds] * future[cycle + 1] / after_dose[cycle, seeds]
        remaining = int(rng.choice(CRITICAL, p=chances / chances.sum()))
        log_weight += math.log(purge[seeds, remaining] / chances[remaining])
        seeds = remaining
    assert failed
    ideal_weights.append(math.exp(log_weight))
ideal_spread = np.max(np.abs(np.array(ideal_weights) / probability - 1))
assert ideal_spread < 1e-8
middle = after_dose[WINDOW // 2]
ideal_boost = middle[1:] / middle[:-1]

# Effects outside the model, evaluated for the same process.
dose_generator = np.zeros((CRITICAL + 1, CRITICAL + 1))
purge_generator = np.zeros_like(dose_generator)
for seeds in range(CRITICAL):
    dose_generator[seeds, seeds + 1] = (
        (SITES - seeds) * exposure[seeds] / DOSE_TIME)
    if seeds:
        dose_generator[seeds, seeds - 1] = seeds * loss_rate
        purge_generator[seeds, seeds - 1] = seeds * loss_rate
for generator in (dose_generator, purge_generator):
    np.fill_diagonal(generator, -generator.sum(axis=1))
cycle_matrix = expm(dose_generator * DOSE_TIME) @ expm(purge_generator * PURGE_TIME)
immediate = np.linalg.matrix_power(cycle_matrix, WINDOW)[0, CRITICAL]
random_sites = sum(poisson.pmf(count, SITES)
                   * failure_probability(exposure, keep, count)
                   for count in range(CRITICAL, 45))
large_zone = failure_probability(exposure, keep, 2 * SITES) / 2
temperature_ratios = []
for shift in (-5, 5):
    shifted_exposure, shifted_keep, _ = kinetics(TEMPERATURE + shift)
    temperature_ratios.append(
        failure_probability(shifted_exposure, shifted_keep) / probability)
barrier_ratios = []
for shift in (-0.05, 0.05):
    shifted_exposure, shifted_keep, _ = kinetics(barrier=BARRIER + shift)
    barrier_ratios.append(
        failure_probability(shifted_exposure, shifted_keep) / probability)

TARGET_ERROR = 0.10
direct_paths = (1 - probability) / probability / TARGET_ERROR ** 2
weighted_needed = relative_variance / TARGET_ERROR ** 2


def series(values):
    return ", ".join(f"{value:.4g}" for value in values)


print(f"temperature: {TEMPERATURE:.0f} K; kT: {thermal_energy(TEMPERATURE):.5f} eV")
print(f"precursor pressure: {PRESSURE:.2f} Torr; mass: {MASS:.0f} u")
print(f"site area: {SITE_AREA:.2f} nm^2; patch area: {PATCH_AREA:.0f} nm^2")
print(f"dose time: {DOSE_TIME:.1f} s; purge time: {PURGE_TIME:.1f} s")
print(f"capture barrier: {BARRIER:.2f} eV; lowering per seed: {LOWERING:.2f} eV")
print(f"loss barrier: {LOSS_BARRIER:.2f} eV; attempt rate: {ATTEMPT:.1e} 1/s")
print(f"reactive sites: {SITES}; seeds for a nucleus: {CRITICAL}")
print(f"total cycles: {TOTAL_CYCLES}; growth: {GROWTH:.2f} nm/cycle")
print(f"failure height: {FAIL_HEIGHT:.1f} nm; last dangerous dose: {WINDOW}")
print(f"precursor hits per site: {hit_rate(TEMPERATURE):.4e} 1/s")
print(f"capture exposure a[n], n=0..3: {series(exposure)}")
print(f"seed loss rate: {loss_rate:.5f} 1/s; survival per purge: {keep:.5f}")
print(f"easy-case barrier: {EASY_BARRIER:.2f} eV; direct paths: {easy_number}")
print(f"easy-case failure, recursion: {easy_exact:.5f}")
print(f"easy-case failure, direct: {easy_direct:.5f} +/- {easy_error:.5f}")
print(f"acceleration factors, n=0..3: {series(boost)}")
print(f"ideal single-capture future ratios, mid-window: {series(ideal_boost)}")
print(f"failure probability per patch, recursion: {probability:.5e}")
print(f"weighted paths: {number}; estimate: {estimate:.5e}")
print(f"standard error, sample: {sample_error:.2e}; exact: {exact_error:.2e}")
print(f"accelerated failure fraction, recursion: {fast_failure:.5f}")
print(f"accelerated failure fraction, sampled: {sample_failure:.5f}")
print(f"second moment, recursion: {second:.4e}; sampled: {sample_second:.4e}")
print(f"relative standard error of second moment: {second_error / second:.4f}")
print(f"relative variance per path: {relative_variance:.2f}")
print(f"best scanned uniform factor: {uniform_factor}; "
      f"relative variance: {uniform_variance:.2f}")
print(f"failure density: {probability * NM2_PER_CM2 / PATCH_AREA:.4e} 1/cm^2")
print(f"target relative standard error: {TARGET_ERROR:.2f}")
print(f"direct paths needed: {direct_paths:.3e}; weighted: {weighted_needed:.3e}")
print(f"path-number reduction factor: {direct_paths / weighted_needed:.3e}")
print(f"estimate without non-capture factors / truth: {incomplete / probability:.4f}"
      f" +/- {incomplete_error / probability:.4f}")
print(f"single-capture paths / all failures, recursion: "
      f"{restricted_exact / probability:.4f}")
print(f"single-capture estimate / truth: {single_estimate / probability:.4f}"
      f" +/- {single_error / probability:.4f}")
print(f"excessive uniform factor: {EXCESS:.0f}; batches: {batches}; "
      f"paths per batch: {number // batches}")
print(f"median excessive batch / truth: {np.median(batch_ratios):.4f}")
print(f"share of excessive batches below truth: {low_share:.3f}")
print(f"explicit path: {EMPTY_DOSES} empty doses, then {CRITICAL} single captures")
print(f"its capture factor: {event_factor:.5e}; non-capture: {waiting_factor:.5f}")
print(f"its full weight: {path_weight:.5e}")
print(f"largest relative weight deviation, ideal sampling: {ideal_spread:.1e}")
print(f"immediate enhancement and dose loss / model: {immediate / probability:.4f}")
print(f"Poisson site number / fixed number: {random_sites / probability:.4f}")
print(f"double capture-zone area, failure density ratio: "
      f"{large_zone / probability:.4f}")
print(f"temperature shift -5, +5 K, probability ratio: {series(temperature_ratios)}")
print(f"barrier shift -0.05, +0.05 eV, probability ratio: {series(barrier_ratios)}")
print("every check passed")
```

Printed output:

```
temperature: 423 K; kT: 0.03645 eV
precursor pressure: 0.10 Torr; mass: 190 u
site area: 0.20 nm^2; patch area: 100 nm^2
dose time: 0.5 s; purge time: 5.0 s
capture barrier: 0.70 eV; lowering per seed: 0.04 eV
loss barrier: 1.20 eV; attempt rate: 1.0e+13 1/s
reactive sites: 12; seeds for a nucleus: 4
total cycles: 200; growth: 0.05 nm/cycle
failure height: 2.5 nm; last dangerous dose: 150
precursor hits per site: 2.4782e+04 1/s
capture exposure a[n], n=0..3: 5.663e-05, 0.0001697, 0.0005084, 0.001523
seed loss rate: 0.05044 1/s; survival per purge: 0.77710
easy-case barrier: 0.58 eV; direct paths: 20000
easy-case failure, recursion: 0.02382
easy-case failure, direct: 0.02575 +/- 0.00108
acceleration factors, n=0..3: 20, 45, 30, 15
ideal single-capture future ratios, mid-window: 22.41, 135.4, 108.9, 83.1
failure probability per patch, recursion: 7.84835e-08
weighted paths: 200000; estimate: 7.71770e-08
standard error, sample: 2.71e-09; exact: 2.71e-09
accelerated failure fraction, recursion: 0.02577
accelerated failure fraction, sampled: 0.02548
second moment, recursion: 1.4710e-12; sampled: 1.4750e-12
relative standard error of second moment: 0.1355
relative variance per path: 237.81
best scanned uniform factor: 30; relative variance: 325.27
failure density: 7.8483e+04 1/cm^2
target relative standard error: 0.10
direct paths needed: 1.274e+09; weighted: 2.378e+04
path-number reduction factor: 5.358e+04
estimate without non-capture factors / truth: 0.1948 +/- 0.0052
single-capture paths / all failures, recursion: 0.7234
single-capture estimate / truth: 0.7176 +/- 0.0282
excessive uniform factor: 300; batches: 40; paths per batch: 5000
median excessive batch / truth: 0.1018
share of excessive batches below truth: 0.975
explicit path: 99 empty doses, then 4 single captures
its capture factor: 2.52474e-06; non-capture: 5.30166
its full weight: 1.33853e-05
largest relative weight deviation, ideal sampling: 6.0e-15
immediate enhancement and dose loss / model: 1.2775
Poisson site number / fixed number: 1.7298
double capture-zone area, failure density ratio: 10.4469
temperature shift -5, +5 K, probability ratio: 1.626, 0.5819
barrier shift -0.05, +0.05 eV, probability ratio: 227, 0.004207
every check passed
```
